\section*{Why Fractionally Charged Hydrogens Passivate a III-V Slab}

\section{The question}

A surface energy can be computed with a slab, which has two faces. When only one of them is of interest, the other should behave as if the crystal continued beyond it. On silicon or germanium this is done by putting a hydrogen atom on every cut bond. On gallium arsenide one uses pseudo-hydrogens instead, whose nuclear charge $Ze$ is not an integer multiple of the proton charge $e$ and which bring $Z$ electrons each. Why does a fractional charge do what an ordinary hydrogen does not, and which charge belongs beside gallium and which beside arsenic?

The slab considered here is cut from zinc blende without reconstruction of the passivated face. Every atom keeps four tetrahedral bonds, and each cut bond receives one pseudo-hydrogen. Gallium has $V=3$ valence electrons and arsenic $V=5$; filled $d$ shells belong to the core.

\section{What the hydrogen does to a dangling bond}

Cutting a bond leaves a hybrid orbital of energy $E_1$ pointing into the vacuum. Let the hydrogen orbital have energy $E_2$ and let $W$ be the coupling between the two. If the pair is treated in isolation and overlap is neglected, its levels satisfy
\begin{equation}
\begin{vmatrix}E_1-E & W\\ W & E_2-E\end{vmatrix}
=(E-E_1)(E-E_2)-W^2=0 .
\label{eq:sec}
\end{equation}
Expanding gives $E^2-(E_1+E_2)E+E_1E_2-W^2=0$. Since $(E_1+E_2)^2-4E_1E_2=(E_1-E_2)^2$, the roots are
\begin{equation}
E_\pm=\frac{E_1+E_2}{2}\pm\sqrt{\left(\frac{E_1-E_2}{2}\right)^2+W^2}.
\end{equation}
The lower level is bonding and the upper one antibonding. An energy $E$ lies between them when the left side of Eq.~(\ref{eq:sec}) is negative, that is, when
\begin{equation}
W^2>(E-E_1)(E-E_2).
\label{eq:clean}
\end{equation}
If this holds at both edges of the bulk gap, it holds throughout the gap, because the quadratic is convex. Both levels have then left the gap. For $W\to0$ they return to $E_1$ and $E_2$, and a dangling level that lay in the gap is back there.

Removing the levels from the gap is half of the task. The bonding level must also be full and the antibonding level empty, which takes two electrons for each bond. The atom at the surface does not supply one electron to its bond, and this is where the fraction enters.

\section{Counting electrons}

Share the $V$ valence electrons of each atom equally among its four equivalent bonds. Gallium then gives $3/4$ to each bond and arsenic $5/4$, so an interior bond holds
\begin{equation}
\tfrac34+\tfrac54=2
\end{equation}
electrons. This is bookkeeping for where the electrons come from. It does not say that the pair sits midway between the atoms or that the atoms carry particular measurable charges.

At a cut bond the share of the missing neighbour is absent. Beside gallium the hydrogen stands in for arsenic and must bring $5/4$; beside arsenic it stands in for gallium and must bring $3/4$. For an atom with $V$ valence electrons,
\begin{equation}
Z=2-\frac V4=\frac{8-V}{4},\qquad
Z_{\rm Ga}=\frac54,\qquad Z_{\rm As}=\frac34 ,
\label{eq:z}
\end{equation}
where the subscript names the atom that carries the hydrogen. For $V=4$ the formula gives $Z=1$, which is why ordinary hydrogen suits silicon and germanium.

The nucleus must be fractional as well as the electron number. If a hydrogen with a nucleus of charge $e$ were given $5/4$ electrons, the bond would be full, but each such hydrogen would leave the slab with a charge $-e/4$.

The same count can be made for a whole slab without assigning electrons to bonds in advance. Per surface cell let there be $N_{\rm Ga}$ and $N_{\rm As}$ atoms, $N_i$ interior bonds, and $n_{\rm Ga}$ and $n_{\rm As}$ cut bonds. Each interior bond ends on one atom of each kind, so
\begin{equation}
4N_{\rm Ga}=N_i+n_{\rm Ga},\qquad 4N_{\rm As}=N_i+n_{\rm As}.
\end{equation}
The atoms therefore supply
\begin{align}
3N_{\rm Ga}+5N_{\rm As}
&=\tfrac34(N_i+n_{\rm Ga})+\tfrac54(N_i+n_{\rm As})\nonumber\\
&=2N_i+\tfrac34n_{\rm Ga}+\tfrac54n_{\rm As}.
\end{align}
Filling every bond takes $2(N_i+n_{\rm Ga}+n_{\rm As})$ electrons. In a neutral slab the difference must come from the hydrogens:
\begin{equation}
n_{\rm Ga}Z_{\rm Ga}+n_{\rm As}Z_{\rm As}
=\tfrac54n_{\rm Ga}+\tfrac34n_{\rm As}.
\label{eq:sum}
\end{equation}
When all cut bonds are on gallium, $n_{\rm As}=0$ and $Z_{\rm Ga}=5/4$ follows. When all are on arsenic, $Z_{\rm As}=3/4$ follows. When both kinds occur, Eq.~(\ref{eq:sum}) fixes only a weighted sum, and a further condition is needed.

\section{Why the total count is not enough}

A (111) slab of whole bilayers has a gallium face and an arsenic face, each with one cut bond per cell. Ordinary hydrogens give $1+1=2$, and the fractional ones give $5/4+3/4=2$. Both choices supply the right number of electrons. They differ in where the nuclear charge is.

Split each ionic core charge $Ve$ into four parts, one for each bond. An interior bond then consists of $+\frac34e$ at gallium, $+\frac54e$ at arsenic and $-2e$ for its electron pair, and it is neutral. Let $\mathbf t_i$ be the vector from gallium to arsenic along bond $i$, and let the centre of the pair lie at $x\mathbf t_i$, with the same $x$ for all four bonds by tetrahedral symmetry. With the origin at gallium, the dipole of the bond is
\begin{equation}
\mathbf p_i=\tfrac54e\,\mathbf t_i-2e\,x\,\mathbf t_i
=e\left(\tfrac54-2x\right)\mathbf t_i .
\end{equation}
The four tetrahedral vectors add to zero, so
\begin{equation}
\sum_{i=1}^4\mathbf p_i=e\left(\tfrac54-2x\right)\sum_{i=1}^4\mathbf t_i=0
\end{equation}
for any $x$, however polar the bond. Adding a bilayer adds one bond of each direction and hence no dipole. If the hydrogens complete neutral bonds, the dipole of a slab thick enough to have a bulk-like interior stays constant as the slab grows, and there is no average field inside. The cancellation relies on four equivalent bonds; a strain that makes them inequivalent can leave a bulk dipole even though every bond is neutral.

With ordinary hydrogens and all bonds full, the surface bonds carry, per cell,
\begin{equation}
\sigma_{\rm Ga}=e\left(\tfrac34+1-2\right)=-\tfrac e4,\qquad
\sigma_{\rm As}=e\left(\tfrac54+1-2\right)=+\tfrac e4 .
\end{equation}
The slab is neutral as a whole, but it is a charged capacitor. Let $A$ be the area of the surface cell and $\varepsilon_r$ the relative permittivity. With no field outside, Gauss's law gives the field inside as
\begin{equation}
F=\frac{|\sigma|}{\varepsilon_0\varepsilon_rA}.
\label{eq:field}
\end{equation}
It points from the positive arsenic face to the negative gallium face. An electron has negative charge, so its energy rises towards gallium, by $eFd$ for each bilayer of period $d$. In a thick enough slab the filled states near gallium rise above the empty states near arsenic. Electrons then cross the slab, which reduces the surface charges and limits the field, but both faces have become metallic. Requiring each face of the (111) slab to be neutral separately removes this failure and selects $5/4$ and $3/4$ individually. A (110) face cuts one bond of each kind per cell, so ordinary hydrogens also leave it neutral; there the fractional charges follow from requiring each bond to be neutral.

\section{Numbers for slabs}

A nearest-neighbour model with one $s$ and three $p$ orbitals per atom shows these effects. Its energies and couplings are round parameters for a generic III-V crystal with valences 3 and 5 and lattice parameter $a=5.60$~\AA. Diagonalization of the bulk gives band edges at 0.105 and 1.371~eV, a gap of 1.27~eV. Each pseudo-hydrogen is represented by a single orbital, the hybrid of the missing neighbour that points at the surface atom.

Take first a (001) slab of 13 layers with the group-III element on both faces. It has 7 group-III and 6 group-V atoms per cell, which supply $7\times3+6\times5=51$ electrons, and it carries 4 hydrogens. Diagonalization on a mesh of wavevectors finds 28 levels below midgap at each of them. Filling these takes 56 electrons, so neutrality requires
\begin{equation}
Z=\frac{2\times28-51}{4}=1.25 .
\end{equation}
With the group-V element on both faces the atoms supply 53 electrons, the number of levels is again 28, and $Z=(56-53)/4=0.75$. The charge is thus obtained from a computed number of levels, without dividing electrons among bonds. The 28 levels match the 24 interior bonds and the 4 bonds to hydrogen, one filled level for each. This count holds only while the hydrogens push their levels clear of the middle of the gap; a weakly coupled hydrogen orbital of unsuitable energy can change it.

The gap of either slab is about 1.80~eV, and no level lies more than 0.1~eV inside the bulk gap. If the coupling to the hydrogens is switched off, about two levels per wavevector appear there. The electron count is then unchanged, but the passivation is lost. The isolated pair of Eq.~(\ref{eq:sec}) does not explain these levels, because the model's single hybrids lie at 2.25~eV for group III and $-1.25$~eV for group V, both outside the gap. A (001) surface atom has two cut bonds, however, and its two hybrids couple to each other because the $s$ and $p$ energies of the atom differ. One of their combinations lies at 0.5~eV for group III and at 1.0~eV for group V, inside the gap. Coupling to the rest of the slab then shifts and broadens these levels.

Ordinary hydrogens on the group-III slab bring the total to $51+4=55$ electrons, one short of 56. Shared equally between the two faces, this is half a hole per surface cell of area $a^2/2$, or a sheet density of
\begin{equation}
\frac{0.5}{a^2/2}=3.2\times10^{14}\ {\rm cm^{-2}} .
\end{equation}
Such a slab is a heavily doped conductor. On the group-V slab there is one electron too many, and it must enter the conduction band.

For the (111) slab the total count cannot decide, so the dipole is used. The electrons of the filled levels are assigned to the atomic positions, and the growth of the dipole between two thicknesses, divided by the added thickness, gives the charge of the group-III face. The fractional hydrogens give zero to four decimals. Ordinary hydrogens, modelled with the same orbital energy on both faces, give $-0.2500\,e$ per cell. Adding the missing quarter to the nucleus on the group-III side returns $1+0.25=1.25$.

The surface cell has area $A=\sqrt3a^2/4=13.58$~\AA$^2$ and the bilayer period is $d=a/\sqrt3=3.233$~\AA. With the round value $\varepsilon_r=10$, Eq.~(\ref{eq:field}) gives
\begin{equation}
F=\frac{0.25\,e}{10\,\varepsilon_0\times13.58\ \text{\AA}^2}
=0.333\ {\rm V/\text{\AA}},\qquad eFd=1.08\ {\rm eV}.
\end{equation}
Two bilayers thus accumulate more than the bulk gap. When this uniform field is put into the model with ordinary hydrogens, the gap is nevertheless 1.93~eV for 2 bilayers. For 4 it is zero to within about a millielectronvolt: at zero wavevector a level from the empty band has dropped below a degenerate pair at the top of the filled band, and the electrons that remain fill only half of that pair. For 8 it is about $-0.7$~eV, which means that the filled and empty bands overlap; the two band edges then lie at different wavevectors, so the second digit depends on how fine the mesh is. With fractional hydrogens and no field the gaps are 2.24, 1.77 and 1.49~eV, approaching the bulk value from above as expected of electrons confined in a thin layer. The field is imposed here and does not respond to the charge transfer it causes, so the overlap shows that the insulating state fails without describing the final metallic one.

\section{A molecule with one atom and four hydrogens}

The smallest object in which one atom $X$ of the crystal has all four bonds completed is a tetrahedral molecule $X$H$_4$. For $X={}$Ga, Ge and As, Eq.~(\ref{eq:z}) gives $Z=1.25$, 1.00 and 0.75. The total nuclear charges are
\begin{equation}
31+4(1.25)=32+4(1.00)=33+4(0.75)=36 ,
\end{equation}
so all three neutral molecules have 36 electrons, of which 28 are in the core and 8 form four pairs. Restricted Hartree--Fock calculations with the all-electron def2-SVP basis give bond lengths of 1.58, 1.54 and 1.53~\AA, each taken from a cubic curve through four energies computed 0.15~\AA{} apart, which leaves an uncertainty of about 0.01~\AA.

The four pairs occupy one totally symmetric level, $a_1$, and three degenerate levels, $t_2$. In the order Ga, Ge, As the $a_1$ energies are $-19.1$, $-20.0$ and $-21.5$~eV, and the $t_2$ energies are $-14.5$, $-12.9$ and $-11.6$~eV. In each case the next level lies more than 16~eV above $t_2$. That distance depends on the basis and is not an excitation energy, but it marks a closed shell. Four ordinary hydrogens would give the neutral gallium molecule 35 electrons and a hole in the bonding shell, and the arsenic molecule 37, one more than the bonding shell can hold. The calculation leaves out electron correlation and relativity, and its small basis limits the accuracy of the bond lengths.

\section{What this means for surface energies}

Consider two slabs with the same passivated back face and different front faces 1 and 2. At zero temperature, without vibrational energy, the difference of their surface energies $\gamma$ over an area $S$ is
\begin{equation}
S(\gamma_1-\gamma_2)=E_1^{\rm slab}-E_2^{\rm slab}-\sum_j(N_{j,1}-N_{j,2})\,\mu_j ,
\end{equation}
where $N_{j,1}$ and $N_{j,2}$ are the numbers of atoms of element $j$ and $\mu_j$ is its chemical potential. The energy of the back face cancels, and so does the chemical potential of the pseudo-hydrogen, since both slabs contain the same number of them. This is fortunate, because no real reservoir of such atoms exists. The cancellation requires that the back face be unaffected by what is done at the front. Charge flowing through the slab, or a field that depends on its thickness, would spoil it. In an isolated slab, a back face made of neutral, filled bonds causes neither. In a periodically repeated cell, a slab with two different faces generally has a dipole that produces such a field even when every bond is neutral, and a dipole correction is needed to remove it.

The values $5/4$ and $3/4$ hold for cut bonds of fourfold-coordinated atoms. A front face that reconstructs, with dimers, filled lone pairs or empty orbitals, needs its own count. On the passivated face the hydrogens must also couple strongly enough to clear the gap: the charge sets how many electrons the bonds receive, while the coupling and the energy of the hydrogen orbital together decide whether their levels leave the gap. Eq.~(\ref{eq:clean}) is a guide for an isolated bond. Where an atom has several cut bonds, their hybrids also couple to each other, and the levels of the whole slab must be examined.
